# Midgap tunnelling after a gap correction: fixed mass or fixed momentum

## Problem

An insulating oxide is described by one conduction band and one valence band. With the energy zero at midgap, the Hamiltonian for wave number $k$ along the tunnelling direction is

$$H(k)=\begin{pmatrix}E_g/2 & Pk\\ Pk & -E_g/2\end{pmatrix},\qquad P=\frac{\hbar p}{m_0}.$$

Here $E_g$ is the gap, $m_0$ the free-electron mass and $p$ the momentum matrix element between the two band-edge states, with phases chosen so that $p$ is real and positive. There are no diagonal $k^2$ terms, so the electron and hole masses are equal.

A first calculation gives $E_g=4$ eV and a band-edge mass $m=0.2\,m_0$. The gap is then corrected to 6 eV, and a new Hamiltonian of the same form is built.

1. Find the decay constant $\kappa$ of the wave amplitude at midgap, in terms of $E_g$ and $P$, and then in terms of $E_g$ and $m$.
2. By what percentage does $\kappa$ increase if $m$ is held fixed? And if $p$ is held fixed?
3. What do the two choices do to the midgap transmission of a 2 nm film? Take leads with the same $P$ as the film and no gap.

Use $\hbar^2/(2m_0)=0.0381$ eV nm².

## Hints

**Hint 1.** A decaying wave $e^{-\kappa x}$ is a plane wave $e^{ikx}$ with $k=i\kappa$. The band equation still holds for it.

**Hint 2.** The band-edge mass follows from expanding the conduction band to order $k^2$. The result ties $m$, $E_g$ and $P$ together, so only two of them can be chosen freely.

**Hint 3.** For the film, replace $k$ by $-i\,d/dx$ and use the sum and difference of the two amplitudes. In a gapless lead these are the right-moving and left-moving waves.

## Full solution

### 1. The decay constant

The eigenvalues satisfy

$$\left(\frac{E_g}{2}-E\right)\left(-\frac{E_g}{2}-E\right)-P^2k^2=0
\quad\Rightarrow\quad E^2=\left(\frac{E_g}{2}\right)^2+P^2k^2 .$$

Setting $k=i\kappa$ changes the sign of the last term:

$$E^2=\left(\frac{E_g}{2}\right)^2-P^2\kappa^2
\quad\Rightarrow\quad \kappa(E)=\frac{\sqrt{(E_g/2)^2-E^2}}{P}.$$

This vanishes at both band edges and is largest at $E=0$, where

$$\kappa=\frac{E_g}{2P}.$$

To bring in the mass, expand the conduction band for $Pk\ll E_g$:

$$E=\frac{E_g}{2}\sqrt{1+\frac{4P^2k^2}{E_g^2}}\approx\frac{E_g}{2}+\frac{P^2k^2}{E_g}.$$

The second term must equal $\hbar^2k^2/(2m)$, so

$$m=\frac{\hbar^2E_g}{2P^2},\qquad\text{or}\qquad \frac{m}{m_0}=\frac{E_g}{E_P},\qquad E_P=\frac{2p^2}{m_0}=\frac{2m_0P^2}{\hbar^2}.$$

Solving for $P=\hbar\sqrt{E_g/(2m)}$ and inserting it gives

$$\kappa=\frac{E_g}{2\hbar}\sqrt{\frac{2m}{E_g}}=\frac{1}{\hbar}\sqrt{\frac{mE_g}{2}} .$$

A single parabolic band with a barrier of $E_g/2$ would give $\sqrt{2m(E_g/2)}/\hbar=\sqrt{mE_g}/\hbar$, which is larger by $\sqrt2$. The valence band bends the decay curve back towards zero, and this lowers $\kappa$ at midgap.

### 2. The two corrections

For any change of gap and mass within this model,

$$\frac{\kappa'}{\kappa}=\sqrt{\frac{m'}{m}\,\frac{E_g'}{E_g}} .$$

**Fixed mass.** With $m'=m$ the ratio is $\sqrt{6/4}=1.225$, an increase of 22.5 %. Since $P\propto\sqrt{E_g/m}$, the matrix element must grow by the same factor, 1.225.

**Fixed matrix element.** With $P'=P$, the form $\kappa=E_g/(2P)$ gives $6/4=1.5$, an increase of 50 %. The mass now grows in proportion to the gap, from $0.2\,m_0$ to $0.3\,m_0$.

The starting parameters are $E_P=4/0.2=20$ eV and $P=\sqrt{0.0381\times20}=0.873$ eV nm. Hence

- start: $\kappa=4/(2\times0.873)=2.29$ nm⁻¹;
- fixed mass, $P=1.069$ eV nm: $\kappa=6/(2\times1.069)=2.81$ nm⁻¹;
- fixed $p$, $P=0.873$ eV nm: $\kappa=6/(2\times0.873)=3.44$ nm⁻¹.

The increases are 0.515 and 1.146 nm⁻¹. The second is 2.2 times the first.

The gap alone therefore does not determine the correction. The missing piece of information is the mass at the corrected gap: $0.2\,m_0$ selects the first case, $0.3\,m_0$ the second, and any other value can be put into the general ratio above.

### 3. The film

Let $c(x)$ and $v(x)$ be the conduction and valence amplitudes. At $E=0$, with $k\to-i\,d/dx$, the two rows of the Hamiltonian give

$$\frac{E_g}{2}c-iPv'=0,\qquad -iPc'-\frac{E_g}{2}v=0,$$

where a prime on an amplitude means $d/dx$. Dividing by $P$ and using $\kappa=E_g/(2P)$,

$$v'=-i\kappa c,\qquad c'=i\kappa v .$$

Define $r=(c+v)/\sqrt2$ and $l=(c-v)/\sqrt2$. Adding and subtracting the equations gives

$$r'=-i\kappa l,\qquad l'=i\kappa r .$$

In the leads the gap is zero and $H=Pk\sigma_x$, with $\sigma_x$ the Pauli matrix that exchanges $c$ and $v$. There $r$ moves right and $l$ moves left, both at speed $P/\hbar$. Both amplitudes are continuous at the interfaces because $P$ is the same everywhere.

For a wave of unit amplitude arriving from the left, $r(0)=1$. Nothing arrives from the right, so $l(d)=0$. With transmitted amplitude $t=r(d)$, the solution is

$$r(x)=t\cosh\kappa(d-x),\qquad l(x)=-it\sinh\kappa(d-x).$$

Differentiation confirms both equations. The condition $r(0)=1$ then gives $t=1/\cosh\kappa d$. The speeds in the two leads are equal, so the transmission is

$$T=|t|^2=\frac{1}{\cosh^2\kappa d}\approx4e^{-2\kappa d}\quad(\kappa d\gg1).$$

For $\kappa d\ll1$ it tends to one, and the choice of correction then has little effect. A 2 nm film is in the opposite limit:

- start: $2\kappa d=9.16$, $T=4.2\times10^{-4}$;
- fixed mass: $2\kappa d=11.22$, $T=5.3\times10^{-5}$;
- fixed $p$: $2\kappa d=13.75$, $T=4.3\times10^{-6}$.

The correction lowers $T$ to 13 % of its starting value at fixed mass, and to 1.0 % at fixed $p$. The two corrected films differ by a factor of 12. In this comparison the leads take the value of $P$ of each film, so interface mismatch plays no part.

### Setting the model beside a gate oxide

The parameters lie in the rough regime of hafnium dioxide: a gap near 4 eV from semilocal density functionals, a corrected gap near 6 eV, and a tunnelling mass of one or a few tenths of $m_0$. Such a tunnelling mass is usually fitted with a parabolic barrier and is not the band-edge mass $m$ used here. In this model, $m=0.2\,m_0$ and a 6 eV gap give a fitted mass of $0.13\,m_0$ at 2 eV below the conduction edge. Band-edge masses of the real crystal can be heavier than $0.2\,m_0$, so the numbers here are illustrative. A real stack usually also has a thin silicon-oxide layer, and its electrons do not generally enter at the oxide midgap. Variation 1 treats the second point.

The equal masses are another weak assumption, since oxide valence bands are often flatter than conduction bands. Add diagonal terms $\alpha\hbar^2k^2/(2m_0)$ to the conduction entry and $\beta\hbar^2k^2/(2m_0)$ to the valence entry. The masses become

$$\frac{m_0}{m_e}=\frac{E_P}{E_g}+\alpha,\qquad \frac{m_0}{m_h}=\frac{E_P}{E_g}-\beta .$$

With $y=\hbar^2\kappa^2/(2m_0)$, the condition $\det H(i\kappa)=0$ at midgap reads

$$\alpha\beta y^2+\left[E_P+(\alpha-\beta)\frac{E_g}{2}\right]y-\frac{E_g^2}{4}=0 .$$

Take $\alpha=1$, $\beta=2$ and $E_P=16$ eV, which give $m_e=0.2\,m_0$ and $m_h=0.5\,m_0$ at the 4 eV gap. The positive root gives $\kappa=2.69$ nm⁻¹, 17 % above the equal-mass value. The negative root is a real wave number near 14 nm⁻¹, where the positive $\beta$ has bent the valence band up to midgap. It is discarded because it lies far outside the range of a band-edge model: for a lattice period of 0.5 nm the Brillouin zone ends near 6 nm⁻¹. Raising the gap to 6 eV at fixed $p$, $\alpha$ and $\beta$ multiplies the decay constant by 1.515 instead of 1.5. This case strains the model: the hole mass rises to $1.5\,m_0$, and the valence band turns upward near 4.7 nm⁻¹, inside that zone, although the gap stays open there. If both masses are held with $\alpha$ and $\beta$ unchanged, $E_P$ scales with $E_g$. Every term of the equation is then consistent with $y\propto E_g$, and the ratio remains $\sqrt{1.5}$. For these numbers the absolute decay constant is thus more sensitive to the band model than the ratios are.

Other effects can be sized in the equal-mass model:

- **Direction.** A mass 20 % heavier raises $\kappa$ by 9.5 %, because $\kappa\propto\sqrt m$.
- **Field.** A drop of 0.5 V over 2 nm is 2.5 MV/cm. Solving the two amplitude equations with a linear potential centred on midgap raises $T$ by only about 1 % in all three cases. The effect is small because $\kappa(E)$ is stationary at midgap. For an electron injected 1 eV above midgap, with the same drop measured from the injecting lead, $T$ rises by 80 % at the start, 37 % at fixed mass and 50 % at fixed $p$.
- **Temperature.** At 400 K, $k_BT=0.0345$ eV. Moving this far from midgap lowers $\kappa$ by 0.015 % for the 4 eV gap. Starting 1 eV above midgap, the same step lowers $\kappa$ by 1.2 % and raises $T$ by 7 %. Thermal excitation from midgap to the band edge carries the exponent $E_g/(2k_BT)=58$, against a tunnelling exponent of 9.2.

Image forces and defects are not included. Defect-assisted current can dominate in a real film, and then $T$ does not give the leakage.

## Variation 1: an electron above midgap

*The electron is 1 eV above midgap, and the midgap energy stays in place when the gap opens. How do the ratios change?*

Use $\kappa(E)=\sqrt{(E_g/2)^2-E^2}/P$ with $E=1$ eV. The square root is $\sqrt{4-1}=\sqrt3$ eV before the correction and $\sqrt{9-1}=\sqrt8$ eV after it. The decay constants are 1.98 nm⁻¹ at the start, 2.65 nm⁻¹ at fixed mass and 3.24 nm⁻¹ at fixed $p$. The increases are now 33 % and 63 %. Both exceed their midgap values because the distance to the conduction edge doubles, from 1 to 2 eV.

The outcome depends on what is held fixed. Let $\phi=E_g/2-E$ be the depth below the conduction edge. Then

$$\kappa^2=\frac{\phi(E_g-\phi)}{P^2}=\frac{2m\phi}{\hbar^2}\left(1-\frac{\phi}{E_g}\right).$$

If $\phi$ is held fixed and $\phi\ll E_g$, a fixed-mass correction leaves $\kappa$ unchanged to leading order. A fixed-$p$ correction still multiplies it by $\sqrt{E_g'/E_g}=1.225$, through the heavier mass.

## Variation 2: a rigid scissor shift

*Instead of building a new two-band Hamiltonian, move all conduction states up by $\Delta/2$ and all valence states down by $\Delta/2$, with $\Delta=2$ eV and unchanged eigenvectors. Is this the fixed-mass case?*

The edge mass is indeed unchanged, since a constant shift does not alter curvature. The decay is different, however. Let $\varepsilon(k)=\sqrt{(E_g/2)^2+P^2k^2}$, with the old gap $E_g=4$ eV. The shifted Hamiltonian is

$$H_s=H\left(1+\frac{\Delta}{2\varepsilon}\right),$$

because it has the eigenvectors of $H$ and eigenvalues $\pm(\varepsilon+\Delta/2)$. Since $H^2=\varepsilon^2$, the midgap propagator is

$$-H_s^{-1}=-\frac{H}{\varepsilon(\varepsilon+\Delta/2)} .$$

Its decay in space is set by the singularity nearest the real $k$ axis. On the branch reached from real $k$, $\varepsilon$ has a non-negative real part, so $\varepsilon+\Delta/2$ cannot vanish. What remains is the branch point $\varepsilon=0$, at $k=iE_g/(2P)$. This is the old decay constant, 2.29 nm⁻¹. Near it the propagator varies as $1/\varepsilon$, an inverse square root in $k$, so at large distance the exponential is multiplied by $x^{-1/2}$.

A numerical sum over the Brillouin zone of a fine lattice version of the model gives a mean decay rate of 2.42 nm⁻¹ between 1 and 3 nm, and 2.34 nm⁻¹ between 6 and 8 nm. These rates are for the diagonal element of the propagator. The $x^{-1/2}$ law sets in slowly: the local power of $x$ is about $-0.25$ at 2 nm and $-0.37$ at 7 nm. Beyond about 0.5 nm the rate lies well below the 2.81 nm⁻¹ of the rebuilt fixed-mass model, and it approaches the old value as the distance grows. The relation $m=\hbar^2E_g/(2P^2)$ belongs to the original form of $H(k)$. The scissor shift leaves that form, so the corrected gap and the mass no longer determine the midgap decay.
